**Structure factor, plasmon limit and hole tails of the electron gas**

The program tests the relation between the static structure factor $S(q)$ and the hole $n_{xc}(u)$, the limit $S\to\hbar q^2/(2m\omega_p)$, and the cancellation of the averaged exchange tail $-3/(4\pi^2k_Fu^4)$ by correlation. Here $k_F$ is the Fermi wavenumber, $\omega_p$ the plasma frequency, $m$ the electron mass and $u$ the electron separation. Explicit sums for three correlated fermions on a lattice assert the hole identity in its form for nonuniform systems. Diagonalization of two interacting particles on a ring asserts the inverse, first and third frequency moments and the two bounds on $S$. For the electron gas, the program asserts the exchange structure factor and tail by real-space quadrature, and the plasmon limit in the random-phase approximation (RPA) by frequency integration. At $q=0.05\,k_F$ the RPA value is 0.9987 of the plasmon law. At $k_Fu=60$, after Gaussian smearing, the exchange and correlation tails are $-1.016$ and $+1.016$ in units of the predicted coefficient, and their sum is about $-7\times10^{-6}$.

## Program and output

```python
"""Static structure factor and exchange-correlation hole of the electron gas.

Result under test: S(q) = 1 + Fourier transform of the hole n_xc(u);
S(q) -> hbar q^2/(2 m omega_p) for q -> 0; the exchange hole has the averaged
tail -3/(4 pi^2 kF u^4), and correlation cancels it.
Symbols: n density, kF Fermi wavenumber, vF Fermi velocity, omega_p plasma
frequency, Q = q/kF, x = kF*u, P = omega_p/(vF*kF), W = omega/(q*vF).
M_k is the k-th frequency moment of the density fluctuation spectrum per
particle. The interacting gas is treated in the random-phase approximation.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import spherical_jn

pi = np.pi


def gauss(a, b, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


# ---- Hole identity: three correlated fermions on nine sites, explicit sums
rng = np.random.default_rng(3)
sites, number = 9, 3
orbitals = rng.normal(size=(number, sites))
jastrow = rng.uniform(0.5, 1.5, size=sites)
prob = np.zeros((sites,) * 3)
for c in itertools.product(range(sites), repeat=3):
    pair_factor = (jastrow[abs(c[0] - c[1])] * jastrow[abs(c[0] - c[2])]
                   * jastrow[abs(c[1] - c[2])])
    prob[c] = (np.linalg.det(orbitals[:, list(c)]) * pair_factor) ** 2
prob /= prob.sum()
density = number * prob.sum(axis=(1, 2))
pair_density = number * (number - 1) * prob.sum(axis=2)
correlation = pair_density - np.outer(density, density)
mean_hole = np.array([sum(correlation[i, (i + u) % sites]
                          for i in range(sites)) for u in range(sites)]) / number
identity_error = 0.0
for j in range(1, sites):
    wave = np.exp(-2j * pi * j * np.arange(sites) / sites)
    rho = wave[:, None, None] + wave[None, :, None] + wave[None, None, :]
    fluctuation = (np.sum(prob * abs(rho) ** 2)
                   - abs(np.sum(prob * rho)) ** 2) / number
    from_hole = 1 + np.sum(mean_hole * wave)
    identity_error = max(identity_error, abs(fluctuation - from_hole))
assert identity_error < 1e-11

# ---- Moments: two interacting particles on a ring (hbar = m = 1, length 2 pi)
k = np.arange(-8, 9)
size = len(k)
one = np.eye(size)
strength, q_ring = 1.5, 2


def cos_relative(order):
    up = np.eye(size, k=-order)
    return 0.5 * (np.kron(up, up.T) + np.kron(up.T, up))


kinetic = 0.5 * (np.kron(k**2, np.ones(size)) + np.kron(np.ones(size), k**2))
ham = np.diag(kinetic) + strength * cos_relative(1)
lower_k = np.eye(size, k=q_ring)
rho_q = np.kron(lower_k, one) + np.kron(one, lower_k)
energy, states = np.linalg.eigh(ham)
ground = states[:, 0]
gaps = energy[1:] - energy[0]
weights = (states[:, 1:].T @ (rho_q @ ground)) ** 2 / 2
ring = {p: np.sum(weights * gaps**p) for p in (-1, 0, 1, 3)}
p_squared = np.sum(ground**2 * kinetic)  # mean p^2 of one particle
# potential V = strength*cos(x); mean of V''(x)*(1 - cos(2x))
curvature = -strength * 0.5 * (ground @ (cos_relative(1) - cos_relative(3))
                               @ ground)
ring_m3 = q_ring**2 / 2 * (q_ring**4 / 4 + 3 * q_ring**2 * p_squared + curvature)
assert abs(ring[1] - q_ring**2 / 2) < 1e-7
assert abs(ring[3] / ring_m3 - 1) < 1e-6
cos_density = 0.5 * (rho_q + rho_q.T)
response = []
for field in (1e-3, -1e-3):
    vec = np.linalg.eigh(ham + field * cos_density)[1][:, 0]
    response.append(vec @ cos_density @ vec)
ring_minus1 = -(response[0] - response[1]) / (2e-3 * 2)
assert abs(ring_minus1 / ring[-1] - 1) < 1e-4  # finite-difference error
ring_low = ring[1] ** 1.5 / ring[3] ** 0.5
ring_high = np.sqrt(ring[1] * ring[-1])
assert ring_low < ring[0] < ring_high

# ---- Model gas in SI units
n = 1.0e29
kF = (3 * pi**2 * n) ** (1 / 3)
vF = const.hbar * kF / const.m_e
omega_p = np.sqrt(n * const.e**2 / (const.epsilon_0 * const.m_e))
P = omega_p / (vF * kF)
plasmon_coef = const.hbar / (2 * const.m_e * omega_p)
tail_coef = 3 / (4 * pi**2 * kF)
C = 3 / (4 * pi**2)  # tail coefficient in units of 1/kF

# ---- Exchange hole in real space
step = 0.01
x = (np.arange(400000) + 0.5) * step
hole_x = -1.5 / pi**2 * (spherical_jn(1, x) / x) ** 2  # n_x/kF^3


def exchange_S(Q):
    return np.where(Q < 2, 0.75 * Q - Q**3 / 16, 1.0)


for Q in (0.3, 1.0, 1.7, 2.6):
    transform = 1 + np.sum(hole_x * 4 * pi * x**2 * np.sinc(Q * x / pi)) * step
    assert abs(transform - exchange_S(Q)) < 1e-5
xa, wa = gauss(300.0, 300.0 + 10 * pi, 200)
tail_mean = np.sum(wa * xa**4 * -1.5 / pi**2
                   * (spherical_jn(1, xa) / xa) ** 2) / (10 * pi)
assert abs(tail_mean / -C - 1) < 1e-3


def gamma_exchange(Q):
    return 6 * pi**2 * np.sum(hole_x * spherical_jn(2, Q * x) / x) * step


gamma_values = {Q: gamma_exchange(Q) for Q in (0.05, 0.1)}
for Q, value in gamma_values.items():
    assert abs(value / (-0.15 * Q**2) - 1) < 0.05  # next order in Q remains

# ---- Lindhard response on the imaginary frequency axis
t_nodes, t_weights = gauss(-1, 1, 24)


def response_quad(s, W):
    y = t_nodes + np.asarray(s)[..., None]
    return np.sum(0.75 * t_weights * (1 - t_nodes**2) * y
                  / (y**2 + np.asarray(W)[..., None] ** 2), axis=-1)


def response_closed(s, W):
    log = np.log(((s + 1) ** 2 + W**2) / ((s - 1) ** 2 + W**2))
    angle = np.arctan((s + 1) / W) - np.arctan((s - 1) / W)
    return 0.75 * (0.5 * (1 - s**2 + W**2) * log + 2 * s - 2 * s * W * angle)


for s in (0.05, 0.6, 1.4):
    assert abs(response_quad(s, 1.2) / response_closed(s, 1.2) - 1) < 1e-10

r_in, w_in = gauss(0, 1, 60)
z_out, w_out = gauss(0, 1, 80)


def structure(Q, plasma):
    Q = np.atleast_1d(np.asarray(Q, float))[:, None]
    s, kappa = Q / 2, 2 * plasma**2 / Q**3
    a = response_closed(s, r_in**2)
    inner = np.sum(2 * r_in * w_in * a / (1 + kappa * a), axis=1)
    scale = 1 + plasma / Q + s
    W = 1 + scale * z_out / (1 - z_out)
    a = response_quad(s + 0 * W, W)
    outer = np.sum(w_out * scale / (1 - z_out) ** 2 * a / (1 + kappa * a), axis=1)
    return 2 / pi * (inner + outer)


Q_test = np.array([0.1, 0.7, 1.5, 2.5])
free_error = np.max(abs(structure(Q_test, 0.0) - exchange_S(Q_test)))
assert free_error < 1e-6

# ---- Plasmon limit between the two moment bounds
rows = []
for Q in (0.05, 0.1, 0.2, 0.4):
    s, kappa = Q / 2, 2 * P**2 / Q**3
    static = response_closed(s, 1e-12)
    m3_over_m1 = P**2 / Q**2 + 0.6 + s**2
    W = 100 * np.sqrt(m3_over_m1)
    a = response_quad(s, W)
    m3_numeric = (s - W**2 * a / (1 + kappa * a)) * W**2
    assert abs(m3_numeric / (s * m3_over_m1) - 1) < 1e-3  # next order 1/W^2
    low = s / np.sqrt(m3_over_m1)
    high = np.sqrt(s * static / (1 + kappa * static))
    S = structure(Q, P)[0]
    assert low < S < high
    limit = plasmon_coef * (Q * kF) ** 2
    rows.append((Q, float(exchange_S(Q)), S, low / limit, S / limit, high / limit))
assert abs(rows[0][4] - 1) < 0.005
assert abs(rows[0][4] - 1) < abs(rows[1][4] - 1) < abs(rows[2][4] - 1)

# ---- Charge of the hole missing from a Gaussian window of radius R
y, wy = gauss(0, 9, 100)


def deficit(R, S_function):
    return np.sum(wy * 4 * pi * y**2 * (2 * pi) ** -1.5 * np.exp(-y**2 / 2)
                  * S_function(y / R))


def rpa_S(Q):
    return structure(Q, P)


direct = 1 + np.sum(hole_x * 4 * pi * x**2 * np.exp(-x**2 / 800)) * step
assert abs(direct - deficit(20, exchange_S)) < 1e-6
windows = [(R, deficit(R, exchange_S), deficit(R, rpa_S)) for R in (10, 20, 40)]
R, d_x, d_xc = windows[-1]
assert abs(R * d_x / (4 * pi * np.sqrt(pi / 2) * C) - 1) < 0.01
assert abs(R**2 * d_xc / (3 * plasmon_coef * kF**2) - 1) < 0.01

# ---- Tails of the holes smeared by a Gaussian of width sigma = 3/kF
sigma = 3.0
qa, wqa = gauss(0, 2, 200)
qb, wqb = gauss(2, 3, 80)
q_all, w_all = np.concatenate((qa, qb)), np.concatenate((wqa, wqb))
S_rpa_all, S_x_all = rpa_S(q_all), exchange_S(q_all)


def smeared_tail(u, S_values):
    wave = np.sum(w_all * q_all * np.sin(q_all * u) * S_values
                  * np.exp(-(sigma * q_all) ** 2 / 2)) / (2 * pi**2 * u)
    point = np.exp(-u**2 / (2 * sigma**2)) / (2 * pi * sigma**2) ** 1.5
    return (wave - point) * u**4 / C


tails = []
for u in (15, 30, 60):
    t_x, t_xc = smeared_tail(u, S_x_all), smeared_tail(u, S_rpa_all)
    tails.append((u, t_x, t_xc - t_x, t_xc))
assert abs(tails[-1][1] + 1) < 0.02  # smearing shifts this by 6 sigma^2/u^2
assert abs(tails[0][3]) < 0.05
assert abs(tails[1][3]) < 5e-3 and abs(tails[2][3]) < 1e-3

# ---- Output
print(f"density n = {n:.3e} m^-3")
print(f"Fermi wavenumber kF = {kF:.4e} m^-1")
print(f"Fermi velocity vF = {vF:.4e} m/s")
print(f"plasma frequency omega_p = {omega_p:.4e} rad/s")
print(f"P = omega_p/(vF kF) = {P:.4f} (dimensionless)")
print(f"plasmon coefficient hbar/(2 m omega_p) = {plasmon_coef:.4e} m^2")
print(f"plasmon-limit S at q = 1e9 m^-1: {plasmon_coef * 1e18:.4e}")
print(f"tail coefficient 3/(4 pi^2 kF) = {tail_coef:.4e} m")
print(f"averaged exchange tail at u = 1e-9 m: {-tail_coef / 1e-36:.4e} m^-3")
print(f"real-space mean of x^4 n_x/kF^3 near x = 300: {tail_mean:.6f}")
print(f"its predicted value -3/(4 pi^2): {-C:.6f}")
print(f"largest error of hole identity, 3 fermions: {identity_error:.1e}")
print("ring of two particles, hbar = m = 1, length 2 pi, V = 1.5 cos(x), q = 2:")
print(f"  M1 = {ring[1]:.6f}; M3 spectral = {ring[3]:.6f}, formula = {ring_m3:.6f}")
print(f"  M-1 spectral = {ring[-1]:.6f}, from response = {ring_minus1:.6f}")
print(f"  lower bound, S, upper bound = {ring_low:.6f}, {ring[0]:.6f}, {ring_high:.6f}")
for Q, value in gamma_values.items():
    print(f"gamma(q) with exchange hole, q/kF = {Q:.2f}: {value:.3e}")
print(f"largest error of free S from response: {free_error:.1e}")
print("q/kF | S exchange | S RPA | lower, S RPA, upper over plasmon limit")
for Q, sx, S, low, ratio, high in rows:
    print(f"  {Q:.2f} | {sx:.6f} | {S:.6f} | {low:.6f}, {ratio:.6f}, {high:.6f}")
print("kF R | deficit D exchange | D RPA | kF R D exchange | (kF R)^2 D RPA")
for R, d_x, d_xc in windows:
    print(f"  {R} | {d_x:.6f} | {d_xc:.6f} | {R * d_x:.5f} | {R**2 * d_xc:.5f}")
print(f"predicted limit of kF R D exchange: {0.75 * np.sqrt(8 / pi):.5f}")
print(f"predicted limit of (kF R)^2 D RPA: {3 * plasmon_coef * kF**2:.5f}")
print(f"smearing width: kF sigma = {sigma:.1f}")
print("kF u | smeared hole * u^4 / tail coefficient: exchange, correlation, total")
for u, t_x, t_c, t_xc in tails:
    print(f"  {u} | {t_x:.5f}, {t_c:.5f}, {t_xc:.2e}")
print("success")
```

Printed output:

```
density n = 1.000e+29 m^-3
Fermi wavenumber kF = 1.4360e+10 m^-1
Fermi velocity vF = 1.6624e+06 m/s
plasma frequency omega_p = 1.7840e+16 rad/s
P = omega_p/(vF kF) = 0.7473 (dimensionless)
plasmon coefficient hbar/(2 m omega_p) = 3.2446e-21 m^2
plasmon-limit S at q = 1e9 m^-1: 3.2446e-03
tail coefficient 3/(4 pi^2 kF) = 5.2920e-12 m
averaged exchange tail at u = 1e-9 m: -5.2920e+24 m^-3
real-space mean of x^4 n_x/kF^3 near x = 300: -0.075992
its predicted value -3/(4 pi^2): -0.075991
largest error of hole identity, 3 fermions: 1.1e-15
ring of two particles, hbar = m = 1, length 2 pi, V = 1.5 cos(x), q = 2:
  M1 = 2.000000; M3 spectral = 17.082104, formula = 17.082104
  M-1 spectral = 1.058149, from response = 1.058148
  lower bound, S, upper bound = 0.684344, 1.261422, 1.454750
gamma(q) with exchange hole, q/kF = 0.05: -3.743e-04
gamma(q) with exchange hole, q/kF = 0.10: -1.491e-03
largest error of free S from response: 2.0e-15
q/kF | S exchange | S RPA | lower, S RPA, upper over plasmon limit
  0.05 | 0.037492 | 0.001670 | 0.998658, 0.998691, 0.999255
  0.10 | 0.074938 | 0.006656 | 0.994650, 0.994895, 0.997027
  0.20 | 0.149500 | 0.026242 | 0.978848, 0.980604, 0.988235
  0.40 | 0.296000 | 0.099600 | 0.919275, 0.930451, 0.954857
kF R | deficit D exchange | D RPA | kF R D exchange | (kF R)^2 D RPA
  10 | 0.119284 | 0.019598 | 1.19284 | 1.95983
  20 | 0.059791 | 0.004986 | 1.19583 | 1.99446
  40 | 0.029914 | 0.001252 | 1.19658 | 2.00383
predicted limit of kF R D exchange: 1.19683
predicted limit of (kF R)^2 D RPA: 2.00709
smearing width: kF sigma = 3.0
kF u | smeared hole * u^4 / tail coefficient: exchange, correlation, total
  15 | -1.38574, 1.35124, -3.45e-02
  30 | -1.06628, 1.06614, -1.37e-04
  60 | -1.01558, 1.01557, -7.19e-06
success
```
